# Spin-flip Tamm-Dancoff for minimal-basis H2 from the triplet reference: test program

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Spin-flip Tamm-Dancoff (SF-TDA) for H2 in a minimal basis.

Result under test: from the triplet reference |g up, u up>, the four flips
i(up) -> a(down) span all M_S=0 determinants. With full exact exchange (c=1)
the SF-TDA energies equal full CI and the ground state dissociates into two
atoms. With a fraction c of exact exchange and 1-c of local spin-density
exchange, the two-atom limit holds for the noncollinear spin-flip kernel, but
is missed by (1-c)*D with the collinear kernel.

Symbols: g,u = bonding, antibonding orbital (indices 0,1); R = bond length;
h = one-electron matrix; eri[p,q,r,s] = (pq|rs); J,K = Coulomb and exchange
integrals; U = on-site repulsion of one atom; D = spin splitting of the local
exchange potential averaged over the atomic orbital. Hartree atomic units.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, dft, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
CX = (6.0 / np.pi) ** (1.0 / 3.0)
FLIPS = [(1, 0), (0, 1), (0, 0), (1, 1)]   # (i up, a down)
TINY = 1e-30


def build_h2(R):
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]],
                basis="sto-3g", unit="Bohr", verbose=0)
    S = mol.intor("int1e_ovlp")
    h_ao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri_ao = mol.intor("int2e").reshape(2, 2, 2, 2)
    s = S[0, 1]
    C = np.array([[1, 1], [1, -1]]) / np.sqrt([2 + 2 * s, 2 - 2 * s])
    grid = dft.gen_grid.Grids(mol)
    grid.level = 4
    grid.build()
    phi = mol.eval_gto("GTOval_sph", grid.coords) @ C
    return SimpleNamespace(
        mol=mol, R=R, S=S, h_ao=h_ao, eri_ao=eri_ao, phi=phi,
        w=grid.weights, h=C.T @ h_ao @ C, enuc=1.0 / R,
        eri=np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri_ao, C, C, C, C))


def full_ci(m):
    """All M_S=0 energies, built in orthogonalized atomic functions."""
    val, vec = np.linalg.eigh(m.S)
    X = vec @ np.diag(val ** -0.5) @ vec.T
    h = X @ m.h_ao @ X
    v = np.einsum("pqrs,pi,qj,rk,sl->ijkl", m.eri_ao, X, X, X, X)
    one = np.eye(2)
    H = np.kron(h, one) + np.kron(one, h)
    H = H + v.transpose(0, 2, 1, 3).reshape(4, 4)
    return np.linalg.eigvalsh(H) + m.enuc


def determinant_energy(m, c, up, down):
    """Noncollinear energy of two spinors; columns are the spinors."""
    val, vec = np.linalg.eigh(up.T @ up + down.T @ down)
    norm = vec @ np.diag(val ** -0.5) @ vec.T
    comp = [up @ norm, down @ norm]
    P = [[a @ b.T for b in comp] for a in comp]
    D = P[0][0] + P[1][1]
    energy = m.enuc + np.sum(m.h * D)
    energy += 0.5 * np.einsum("pqrs,pq,rs", m.eri, D, D)
    for row in P:
        for block in row:
            energy -= 0.5 * c * np.einsum("pqrs,ps,qr", m.eri, block, block)
    nuu, nud, ndd = [np.einsum("xp,pq,xq->x", m.phi, B, m.phi)
                     for B in (P[0][0], P[0][1], P[1][1])]
    big = 0.5 * (nuu + ndd + np.sqrt((nuu - ndd) ** 2 + 4 * nud ** 2))
    small = np.maximum(nuu * ndd - nud ** 2, 0) / np.maximum(big, TINY)
    big = np.maximum(big, 0)
    local = -0.75 * CX * np.sum(m.w * (big ** (4 / 3) + small ** (4 / 3)))
    return energy + (1 - c) * local


def fock_matrices(m, c):
    n = np.maximum(np.sum(m.phi ** 2, axis=1), TINY)
    hartree = np.einsum("pqkk->pq", m.eri)
    exact = np.einsum("pkkq->pq", m.eri)
    v_up = -CX * n ** (1 / 3)
    local = np.einsum("x,xp,xq->pq", m.w * v_up, m.phi, m.phi)
    return m.h + hartree - c * exact + (1 - c) * local, m.h + hartree


def sf_matrix(m, c, noncollinear=True):
    F_up, F_down = fock_matrices(m, c)
    n = np.maximum(np.sum(m.phi ** 2, axis=1), TINY)
    kernel = -CX * n ** (-2 / 3)
    A = np.zeros((4, 4))
    for r, (i, a) in enumerate(FLIPS):
        for q, (j, b) in enumerate(FLIPS):
            A[r, q] = (i == j) * F_down[a, b] - (a == b) * F_up[i, j]
            A[r, q] -= c * m.eri[i, j, a, b]
            if noncollinear:
                pair = m.phi[:, i] * m.phi[:, a] * m.phi[:, j] * m.phi[:, b]
                A[r, q] += (1 - c) * np.sum(m.w * kernel * pair)
    return A


def spin_squared(x):
    psi = np.zeros((2, 2))                 # psi[up orbital, down orbital]
    for amp, (i, a) in zip(x, FLIPS):
        psi[1 - i, a] += amp if i == 1 else -amp
    return 1.0 - np.sum(psi * psi.T)


def sf_states(A):
    """Roots and vectors: ground, triplet, open-shell singlet, double."""
    assert np.max(np.abs(A[:2, 2:])) < 1e-8
    wc, xc = np.linalg.eigh(A[:2, :2])
    wo, xo = np.linalg.eigh(A[2:, 2:])
    X = np.zeros((4, 4))
    X[:2, 0], X[2:, 1], X[2:, 2], X[:2, 3] = xc[:, 0], xo[:, 0], xo[:, 1], xc[:, 1]
    return np.array([wc[0], wo[0], wo[1], wc[1]]), X


# One hydrogen atom in the same basis, with its own radial quadrature
atom = gto.M(atom="H 0 0 0", basis="sto-3g", spin=1, verbose=0)
E_H = (atom.intor("int1e_kin") + atom.intor("int1e_nuc"))[0, 0]
U = atom.intor("int2e").ravel()[0]
node, wt = np.polynomial.legendre.leggauss(300)
r = 10.0 * (node + 1)
points = np.column_stack([r, 0 * r, 0 * r])
n_atom = atom.eval_gto("GTOval_sph", points)[:, 0] ** 2
radial = 10.0 * wt * 4 * np.pi * r ** 2
assert abs(np.sum(radial * n_atom) - 1) < 1e-7
D = CX * np.sum(radial * n_atom ** (4 / 3))


def atom_energy(c):
    return E_H + (1 - c) * (0.5 * U - 0.75 * D)


distances = [1.4, 3.0, 5.0, 20.0]
systems = {R: build_h2(R) for R in distances}
identity, zero = np.eye(2), np.zeros((2, 2))
exact_rows, hybrid = {}, {}

for R, m in systems.items():
    # Full exact exchange against the complete two-electron Hamiltonian
    E_ref = determinant_energy(m, 1.0, identity, zero)
    omega, X = sf_states(sf_matrix(m, 1.0))
    energies = E_ref + omega
    ci = full_ci(m)
    assert np.allclose(np.sort(energies), ci, atol=1e-9)
    K = m.eri[0, 1, 0, 1]
    E_gg = 2 * m.h[0, 0] + m.eri[0, 0, 0, 0] + m.enuc
    E_uu = 2 * m.h[1, 1] + m.eri[1, 1, 1, 1] + m.enuc
    root = np.hypot(0.5 * (E_uu - E_gg), K)
    assert abs(0.5 * (E_gg + E_uu) - root - ci[0]) < 1e-9
    assert abs(0.5 * (E_gg + E_uu) + root - ci[3]) < 1e-9
    assert np.allclose(omega[1:3], [0, 2 * K], atol=1e-9)
    if R < 10:
        spins = [spin_squared(X[:, k]) for k in range(4)]
        assert np.allclose(spins, [0, 2, 0, 0], atol=1e-8)
    exact_rows[R] = (E_gg, energies, X[0, 0] ** 2)

    # Functional case: zero mode and finite spin rotation
    for c in (0.0, 0.5):
        A = sf_matrix(m, c)
        assert np.max(np.abs(A @ np.array([0, 0, 1, 1]))) < 1e-8
        E0 = determinant_energy(m, c, identity, zero)
        turned = determinant_energy(m, c, np.cos(0.7) * identity,
                                    np.sin(0.7) * identity)
        assert abs(turned - E0) < 1e-9
    E0 = determinant_energy(m, 0.5, identity, zero)
    hybrid[R] = (E0, sf_states(A), sf_states(sf_matrix(m, 0.5, False)))

# The matrix is the second-order energy of tilted spinors. The empty spin
# channel gives a next term of relative order t^(2/3), removed by extrapolation.
rng = np.random.default_rng(4)
tilt_error = 0.0
for R in (1.4, 3.0):
    m = systems[R]
    for c in (0.0, 0.5, 1.0):
        A = sf_matrix(m, c)
        E0 = determinant_energy(m, c, identity, zero)
        for _ in range(3):
            x = rng.normal(size=4)
            x /= np.linalg.norm(x)
            tilt = np.zeros((2, 2))
            for amp, (i, a) in zip(x, FLIPS):
                tilt[a, i] = amp
            t = 2e-3
            q1, q2 = [(determinant_energy(m, c, identity, s * tilt) - E0)
                      / s ** 2 for s in (t, t / 8)]
            numeric = (4 * q2 - q1) / 3 if c < 1 else q2
            tilt_error = max(tilt_error, abs(numeric - x @ A @ x))
assert tilt_error < 3e-5

# Separated atoms, compared with the independent atomic calculation
E_gg, energies, weight = exact_rows[20.0]
ionic = U - 1 / 20.0
assert np.allclose(energies - 2 * E_H, [0, 0, ionic, ionic], atol=1e-7)
assert abs(E_gg - 2 * E_H - 0.5 * ionic) < 1e-7
assert abs(weight - 0.5) < 1e-4
m = systems[20.0]
for c in (0.0, 0.5):
    E0 = determinant_energy(m, c, identity, zero)
    assert abs(E0 - 2 * atom_energy(c)) < 2e-5
    top = c * U + (1 - c) * D - c / 20.0
    non = np.linalg.eigvalsh(sf_matrix(m, c))
    col = np.linalg.eigvalsh(sf_matrix(m, c, False))
    assert np.allclose(non, [0, 0, top, top], atol=2e-5)
    assert np.allclose(col, [(1 - c) * D] * 2 + [top] * 2, atol=2e-5)

# Collinear kernel: lost degeneracy and spin mixing at the short distance
col_w, col_X = hybrid[1.4][2]
col_spin = [spin_squared(col_X[:, k]) for k in range(4)]
assert col_w[1] > 0.01 and abs(col_spin[1] - 2) > 1e-6

m = systems[1.4]
assert abs(scf.RHF(m.mol).kernel() - exact_rows[1.4][0]) < 1e-8
F_up, F_down = fock_matrices(m, 1.0)
A = sf_matrix(m, 1.0)
print("H2, STO-3G; energies in hartree, R in bohr")
print(f"atom: E_H = {E_H:.6f}, U = {U:.6f}, D = {D:.6f}")
print(f"two atoms, exact exchange: 2E_H = {2 * E_H:.6f}")
print("Integrals at R = 1.4:")
print(f"  h_g = {m.h[0, 0]:.6f}, h_u = {m.h[1, 1]:.6f}")
print(f"  J_gg = {m.eri[0, 0, 0, 0]:.6f}, J_uu = {m.eri[1, 1, 1, 1]:.6f}")
print(f"  J_gu = {m.eri[0, 0, 1, 1]:.6f}, K = {m.eri[0, 1, 0, 1]:.6f}")
print(f"  1/R = {m.enuc:.6f}")
print("Orbital energies at R = 1.4, c = 1:")
print(f"  up:   g {F_up[0, 0]:.6f}, u {F_up[1, 1]:.6f}")
print(f"  down: g {F_down[0, 0]:.6f}, u {F_down[1, 1]:.6f}")
print("SF matrix at R = 1.4, c = 1:")
print(f"  u->g diagonal {A[0, 0]:.6f}, g->u diagonal {A[1, 1]:.6f}")
print(f"  their coupling {A[0, 1]:.6f}")
print(f"  g->g diagonal {A[2, 2]:.6f}, u->u diagonal {A[3, 3]:.6f}")
print(f"  their coupling {A[2, 3]:.6f}")
w, X = sf_states(A)
print("  roots ground, triplet, open singlet, double:")
print("  ", " ".join(f"{v + 0.0:.6f}" for v in np.round(w, 9) + 0.0))
print("  <S^2>:", " ".join(f"{abs(spin_squared(X[:, k])):.4f}" for k in range(4)))
print("c = 1 total energies (SF-TDA = full CI):")
print("R  single g^2 | ground triplet open-singlet double | g^2 weight")
for R, (egg, en, wg) in exact_rows.items():
    print(f"{R:4.1f} {egg:.6f} |", " ".join(f"{e:.6f}" for e in en), f"| {wg:.4f}")
bind = 2 * E_H - exact_rows[1.4][1][0]
print(f"ground state below two atoms at R = 1.4: {bind:.6f} hartree")
print(f"  = {bind * HARTREE_EV:.3f} eV")
print(f"g^2 error at R = 20: {exact_rows[20.0][0] - 2 * E_H:.6f} hartree")
print(f"  = {(exact_rows[20.0][0] - 2 * E_H) * HARTREE_EV:.3f} eV")
print(f"c = 1/2: energy of two atoms = {2 * atom_energy(0.5):.6f}")
print("c = 1/2 roots: ground triplet open-singlet double")
for R, (E0, non, col) in hybrid.items():
    print(f"R = {R:.1f}, reference energy {E0:.6f}")
    print("  noncollinear", " ".join(f"{v:.5f}" for v in np.round(non[0], 6) + 0.0))
    print("  collinear   ", " ".join(f"{v:.5f}" for v in np.round(col[0], 6) + 0.0))
print("collinear <S^2> at R = 1.4:", " ".join(f"{abs(v):.4f}" for v in col_spin))
print(f"collinear offset (1-c)D at c = 1/2: {0.5 * D:.6f} hartree")
print(f"  = {0.5 * D * HARTREE_EV:.3f} eV")
print(f"largest error of the spin-tilt test: {tilt_error:.1e} hartree")
print("all assertions hold")
```

Output:

```
H2, STO-3G; energies in hartree, R in bohr
atom: E_H = -0.466582, U = 0.774606, D = 0.442800
two atoms, exact exchange: 2E_H = -0.933164
Integrals at R = 1.4:
  h_g = -1.252797, h_u = -0.475602
  J_gg = 0.674594, J_uu = 0.697495
  J_gu = 0.663564, K = 0.181258
  1/R = 0.714286
Orbital energies at R = 1.4, c = 1:
  up:   g -0.770491, u 0.006704
  down: g 0.085361, u 0.885457
SF matrix at R = 1.4, c = 1:
  u->g diagonal -0.584907, g->u diagonal 0.992384
  their coupling -0.181258
  g->g diagonal 0.181258, u->u diagonal 0.181258
  their coupling -0.181258
  roots ground, triplet, open singlet, double:
   -0.605468 0.000000 0.362516 1.012946
  <S^2>: 0.0000 2.0000 0.0000 0.0000
c = 1 total energies (SF-TDA = full CI):
R  single g^2 | ground triplet open-singlet double | g^2 weight
 1.4 -1.116714 | -1.137276 -0.531808 -0.169292 0.481138 | 0.9873
 3.0 -0.885275 | -0.985157 -0.900675 -0.430440 -0.331819 | 0.8471
 5.0 -0.686416 | -0.934889 -0.932272 -0.356806 -0.353220 | 0.5728
20.0 -0.570861 | -0.933164 -0.933164 -0.208558 -0.208558 | 0.5000
ground state below two atoms at R = 1.4: 0.204112 hartree
  = 5.554 eV
g^2 error at R = 20: 0.362303 hartree
  = 9.859 eV
c = 1/2: energy of two atoms = -0.877961
c = 1/2 roots: ground triplet open-singlet double
R = 1.4, reference energy -0.481536
  noncollinear -0.55697 0.00000 0.39926 1.05388
  collinear    -0.42809 0.25450 0.43793 1.14300
R = 3.0, reference energy -0.846645
  noncollinear -0.07741 0.00000 0.45301 0.55861
  collinear    0.09727 0.22792 0.46409 0.60182
R = 5.0, reference energy -0.877252
  noncollinear -0.00225 0.00000 0.50860 0.51325
  collinear    0.21605 0.22177 0.50961 0.51582
R = 20.0, reference energy -0.877961
  noncollinear 0.00000 0.00000 0.58370 0.58370
  collinear    0.22140 0.22140 0.58370 0.58370
collinear <S^2> at R = 1.4: 0.0000 1.9882 0.0118 0.0000
collinear offset (1-c)D at c = 1/2: 0.221400 hartree
  = 6.025 eV
largest error of the spin-tilt test: 5.6e-07 hartree
all assertions hold
```
